\section*{Why Short-Range Interatomic Potentials Miss Longitudinal-Transverse Optical Splitting}

\section{Definitions and conventions}

Consider a bulk insulating crystal with harmonic ions, in the electrostatic limit, where the electric field follows the ions without delay. The model has the rocksalt structure, with ions $\kappa=1,2$ of masses $M_1,M_2$ and charges $Z_1e=Ze$, $Z_2e=-Ze$. The lattice constant is $a$, the nearest-neighbour distance $r_0=a/2$, the primitive cell volume $\Omega=a^3/4$, and the reduced mass $\mu=M_1M_2/(M_1+M_2)$.

The force constants $\Phi_{ab}(ij)=\partial^2U/\partial u_{ia}\partial u_{jb}$ are second derivatives of the energy with respect to ionic displacements. A plane wave of wavevector $\mathbf q$ has squared frequencies $\omega^2$ equal to the eigenvalues of
\begin{equation}
D_{\kappa a,\kappa' b}(\mathbf q)=\frac{1}{\sqrt{M_\kappa M_{\kappa'}}}\sum_{\mathbf r}\Phi^{\kappa\kappa'}_{ab}(\mathbf r)\,e^{i\mathbf q\cdot\mathbf r},
\label{D}
\end{equation}
where $\mathbf r$ runs over the vectors from an ion $\kappa$ to all ions $\kappa'$. The self term $\mathbf r=0$ is fixed by the condition that a rigid translation produces no force. Every rocksalt ion is an inversion centre, so $\Phi(\mathbf r)=\Phi(-\mathbf r)$ and the exponential may be replaced by $\cos(\mathbf q\cdot\mathbf r)$.

LO and TO denote optical modes with displacements along and across $\mathbf q$. The LO-TO splitting is their difference in the limit $\mathbf q\to0$.

\section{What a short range implies}

If $\Phi$ has finite range, Eq.~(\ref{D}) is a finite sum of functions analytic in $\mathbf q$, so $D$ is analytic. If $|\Phi|\le Ce^{-\gamma r}$, the sum still converges uniformly for complex $\mathbf q$ with $|\mathrm{Im}\,\mathbf q|\le\gamma'<\gamma$, and $D$ is again analytic at $\mathbf q=0$. Less is needed for what follows: if $\sum|\Phi|$ converges, the sum is uniformly convergent for real $\mathbf q$, and $D$ is continuous.

Continuity means that $D(\mathbf q)$ tends to the single matrix $D(0)$ from every direction. Translations supply three zero eigenvalues of $D(0)$. The other three belong to the pattern
\begin{equation}
e_1=\sqrt{\mu/M_1},\qquad e_2=-\sqrt{\mu/M_2},
\label{e}
\end{equation}
multiplied by a Cartesian direction. Let $C_{ab}$ be the $3\times3$ block of $D(0)$ for this pattern. A rotation by $\pi$ about $z$ reverses $x$ and $y$ but not $z$, so $C_{xz}=-C_{xz}=0$ and $C_{yz}=0$; the rotation about $x$ gives $C_{xy}=0$. The threefold rotation about $[111]$ permutes the axes and makes the diagonal elements equal. Hence $C$ is a multiple of the identity, and LO and TO meet.

Cubic symmetry matters here. In a uniaxial crystal a short-range model may have two different optical frequencies at $\mathbf q=0$, but they are the same for every direction of approach. What it cannot produce is a limit that depends on direction.

The size of the affected region can be bounded. Let $\tilde\Phi(\mathbf r)$ be the mass-weighted $6\times6$ contribution of the vector $\mathbf r$. Since $1-\cos x=2\sin^2(x/2)\le x^2/2$,
\begin{equation}
\|D(\mathbf q)-D(0)\|\le\frac{q^2}{2}m_2,\qquad m_2=\sum_{\mathbf r}r^2\|\tilde\Phi(\mathbf r)\| .
\label{bound}
\end{equation}
A symmetric perturbation moves each ordered eigenvalue by at most its norm. The optical eigenvalues coincide at $\mathbf q=0$, so their spread in $\omega^2$ is at most $q^2m_2$. A short-range model can therefore imitate a splitting $S$ at finite $q$, but only if $m_2\ge S/q^2$.

These results apply to machine-learned potentials with local site energies. If site energy $E_k$ depends on ions within $r_{\rm cut}$ of site $k$, then $\partial^2E_k/\partial u_i\partial u_j$ can be nonzero only if $i$ and $j$ both lie in that sphere, so $|\mathbf r_{ij}|\le2r_{\rm cut}$. With $L$ message-passing layers the sphere has radius at most $Lr_{\rm cut}$, and the force constants reach at most $2Lr_{\rm cut}$. This is longer, but still finite.

\section{Why the Coulomb interaction escapes}

Let the electrons screen the ionic interaction by the permittivity $\varepsilon_\infty$, taken as constant. The pair energy is $Z_\kappa Z_{\kappa'}s/r$ with $s=e^2/(4\pi\varepsilon_0\varepsilon_\infty)$. It depends on $\mathbf u_j-\mathbf u_i$, so differentiating once with respect to each displacement gives a minus sign:
\begin{equation}
\Phi_{ab}(\mathbf r)=-Z_\kappa Z_{\kappa'}s\,\partial_a\partial_b\frac1r
=-Z_\kappa Z_{\kappa'}s\,\frac{3\hat r_a\hat r_b-\delta_{ab}}{r^3}.
\label{dip}
\end{equation}
The norm of the tensor is $2/r^3$. With $n=r/r_0$ there is one ion per unit volume, and the sum of $2/n^3$ between $R$ and $2R$ is about $\int_R^{2R}4\pi n^2(2/n^3)\,dn=8\pi\ln2=17.42$. Direct summation gives 17.44 for both $R=10$ and $R=20$. Each doubling of the radius adds the same amount, so the absolute sum diverges logarithmically. This removes the guarantee of continuity; the limit itself must be calculated.

Divide the interaction into
\begin{equation}
\frac1r=\frac{\mathrm{erfc}(\alpha r)}r+\frac{\mathrm{erf}(\alpha r)}r .
\label{split}
\end{equation}
The first part decays as a Gaussian and gives an analytic $D$. The second is the potential of a unit Gaussian charge with Fourier transform $e^{-K^2/4\alpha^2}$. Poisson's equation multiplies this by $4\pi/K^2$, and two derivatives multiply it by $-K_aK_b$. This minus sign cancels the one in Eq.~(\ref{dip}).

The second part is smooth at $r=0$, so the origin may be included in the lattice sum: what it adds to the like-ion sum is cancelled by what it adds to the self term. Poisson summation turns the sum over ions into one over $\mathbf K=\mathbf q+\mathbf G$, with $\mathbf G$ the reciprocal lattice vectors. The $\mathbf G=0$ term is
\begin{equation}
D^{\rm na}_{\kappa a,\kappa'b}\,e^{-q^2/4\alpha^2},\qquad
D^{\rm na}_{\kappa a,\kappa'b}=\frac{e^2}{\varepsilon_0\varepsilon_\infty\Omega}
\frac{Z_\kappa Z_{\kappa'}}{\sqrt{M_\kappa M_{\kappa'}}}\,\hat q_a\hat q_b .
\label{na}
\end{equation}
The self term has no such part, because there the $\mathbf G=0$ term multiplies the total charge of the cell, which is zero. All terms with $\mathbf G\ne0$ are analytic near $\mathbf q=0$.

The factor $\hat q_a\hat q_b$ has no limit at $\mathbf q=0$. To find its effect, project on the optical pattern of Eq.~(\ref{e}):
\begin{equation}
\sum_\kappa\frac{e_\kappa Z_\kappa}{\sqrt{M_\kappa}}
=Z\sqrt\mu\left(\frac1{M_1}+\frac1{M_2}\right)=\frac{Z}{\sqrt\mu}.
\end{equation}
The optical block therefore gains $S_0\hat q_a\hat q_b$, with
\begin{equation}
\omega_{\rm LO}^2-\omega_{\rm TO}^2=S_0=\frac{Z^2e^2}{\varepsilon_0\varepsilon_\infty\Omega\mu}.
\label{S0}
\end{equation}
A rigid translation is annihilated by $D^{\rm na}$ because $Z_1+Z_2=0$, so there is no mixing with acoustic modes in this limit.

The same result follows from the macroscopic field. For relative displacement $w$ the polarization is $P=Zew/\Omega$. In a longitudinal wave without free charge, $\varepsilon_0\varepsilon_\infty E+P=0$. The force $ZeE=-Z^2e^2w/(\varepsilon_0\varepsilon_\infty\Omega)$ is an extra restoring force, and division by $\mu w$ gives $S_0$. A transverse wave has no such field in the electrostatic limit.

\section{A solvable short-range model}

Now omit the second part of Eq.~(\ref{split}) and keep all else fixed. Near $\mathbf q=0$, apart from terms of order $e^{-G^2/4\alpha^2}$, the resulting matrix is
\begin{equation}
D_{\rm short}(\mathbf q)=D_{\rm full}(\mathbf q)-D^{\rm na}(\hat{\mathbf q})\,e^{-q^2/4\alpha^2}.
\label{short}
\end{equation}
The missing longitudinal stiffness is $S_0e^{-q^2/4\alpha^2}$. At fixed $\alpha$ and $q\to0$ it is the whole of $S_0$; at fixed $q\ne0$ and $\alpha\to0$ it vanishes. The two limits do not commute, so a longer range narrows the faulty region without removing the fault at its centre. Half of $S_0$ is missing at
\begin{equation}
q_{1/2}=2\alpha\sqrt{\ln2}.
\end{equation}

The three modes of this model meet at $\omega_{\rm TO}$. A short-range potential that reproduces forces from periodic cells does the same. When all cells move alike, the electrostatic potential is periodic and the mean field is zero, so the data at $\mathbf q=0$ contain the TO restoring force. Continuity then carries this value to the LO branch nearby.

\section{A sharp cutoff gives another common frequency}

Suppose instead that the bare dipolar force constants are cut at radius $R$. For long waves and large $R$, replace the sum by an integral. In the plane-wave expansion only the $l=2$ part survives the angular integral, and $i^2=-1$ gives
\begin{equation}
\int_{r<R}\frac{3\hat r_a\hat r_b-\delta_{ab}}{r^3}e^{i\mathbf q\cdot\mathbf r}d^3r
=-4\pi(3\hat q_a\hat q_b-\delta_{ab})\int_0^{qR}\frac{j_2(x)}x\,dx .
\end{equation}
Since $(j_1/x)'=-j_2/x$ and $j_1/x\to1/3$ at the origin, the last integral is $1/3-j_1(qR)/(qR)$. The contribution to the optical block is thus
\begin{equation}
S_0\left(\hat q_a\hat q_b-\tfrac13\delta_{ab}\right)F(qR),\qquad F(x)=1-\frac{3j_1(x)}x .
\label{F}
\end{equation}
From $j_1=x/3-x^3/30+\dots$ one finds $F\simeq x^2/10$: the Coulomb splitting starts quadratically, with no linear term, as expected of an analytic even function. A lattice sum with $R=4.305$ nm gives fractions 0.208, 0.656 and 1.059 of $S_0$ at $qR=1.5$, 3 and 5; Eq.~(\ref{F}) gives 0.208, 0.654 and 1.057. The fraction can exceed one because $j_1$ changes sign.

At $\mathbf q=0$ the truncated Coulomb part vanishes: each cubic shell gives a multiple of the identity, and its trace is zero because $\nabla^2(1/r)=0$ away from the origin. For the full interaction at $\mathbf q\ne0$ the trace is also zero, if the conditionally convergent sum is defined with a Gaussian factor that is then removed. Its optical limit has the form $c\,\delta_{ab}+S_0\hat q_a\hat q_b$, so $3c+S_0=0$ and $c=-S_0/3$. If $\omega_s$ is the optical frequency from the non-Coulomb forces alone,
\begin{equation}
\omega_{\rm TO}^2=\omega_s^2-\frac{S_0}3,\qquad
\omega_{\rm LO}^2=\omega_s^2+\frac{2S_0}3 .
\label{local}
\end{equation}
The sharply truncated model therefore has all three modes at $\omega_s^2=(\omega_{\rm LO}^2+2\omega_{\rm TO}^2)/3$. A short range fixes the degeneracy, but not the common frequency.

\section{Numbers in the regime of MgO}

Take the rough values $a=0.42$ nm, $Z=2$, $\varepsilon_\infty=3$, masses 24.3 and 16.0 u, and a TO frequency of 12 THz. Then $\mu=9.648$ u and $\Omega=0.018522$ nm$^3$, and Eq.~(\ref{S0}) gives $\sqrt{S_0}/2\pi=18.17$ THz. Hence
\begin{equation}
\frac{\omega_{\rm LO}}{2\pi}=\sqrt{12.00^2+18.17^2}\ \mathrm{THz}=21.8\ \mathrm{THz}.
\end{equation}
The phonon energies are 49.6 meV for TO and 90.0 meV for LO. The damped model puts both modes at 12.0 THz, an error of 45\% relative to the full model's LO frequency. A sharp cutoff at 1.2 nm with the same springs puts them at 15.9 THz.

Dispersion requires the non-Coulomb forces. Let nearest neighbours interact through $V(r)$, with $A=V''(r_0)$ and $B=V'(r_0)/r_0$. A relative displacement along $x$ stretches two bonds and shears four, so $\omega_s^2=(2A+4B)/\mu$. The static energy per formula unit is $6V(r_0)-\mathcal M Z^2s/r_0$, where the Madelung constant $\mathcal M=1.7476$ comes from an Ewald sum. Zero static stress requires
\begin{equation}
6V'(r_0)+\frac{\mathcal MZ^2s}{r_0^2}=0,\qquad
B=-\frac{\mathcal MZ^2s}{6r_0^3}=-9.67\ \mathrm{N/m}.
\end{equation}
Equation~(\ref{local}) and the chosen TO frequency then give $A=99.67$ N/m.

For the short-range model choose $\alpha=2.5$ nm$^{-1}$. At 1.2 nm the radial second derivative of $\mathrm{erfc}(\alpha r)/r$ is 0.4\% of the bare value $2/r^3$. The force constants thus reach about as far as those of a site-energy potential with a 0.6 nm cutoff. Diagonalizing $D$ along $[100]$, with Ewald summation for the full model, gives these frequencies in THz:

\begin{center}
\begin{tabular}{cccc}
$q$ (nm$^{-1}$) & LO, full & LO, short & TO, both\\
0.001 & 21.77 & 12.00 & 12.00\\
1 & 21.70 & 12.41 & 12.01\\
2 & 21.50 & 13.45 & 12.03\\
4 & 20.71 & 15.96 & 12.10\\
8 & 18.01 & 17.29 & 12.35
\end{tabular}
\end{center}

The error lies almost entirely in LO and fades with $q$; the longitudinal acoustic mode is hardly affected. At 4 nm$^{-1}$ the two LO values differ by $20.705^2-15.961^2=174$ THz$^2$ in squared frequency, in agreement with $18.165^2e^{-0.64}=174$ THz$^2$ from Eq.~(\ref{short}). Half of $S_0$ is missing at $q_{1/2}=4.16$ nm$^{-1}$, while the zone boundary lies at 14.96 nm$^{-1}$. For these force constants an upper estimate of $m_2$ in Eq.~(\ref{bound}) guarantees a splitting below $S_0/2$ for $q<0.94$ nm$^{-1}$. This guarantee is much weaker than the actual behaviour.

\section{Why the free energy suffers less}

The harmonic free energy per formula unit is the zone average of $\sum f(\omega)$, where
\begin{equation}
f(\omega)=\frac{\hbar\omega}2+k_BT\ln\left(1-e^{-\hbar\omega/k_BT}\right),\qquad
\frac{df}{d\omega}=\frac\hbar2\coth\frac{\hbar\omega}{2k_BT}>0 .
\end{equation}
Apart from an exponentially small self term, the omitted matrix is positive semidefinite, so its omission lowers the frequencies and $f$. Neglecting dispersion in the full LO branch and in $\omega_{\rm TO}$, set $\omega_\alpha^2(q)=\omega_{\rm TO}^2+S_0(1-e^{-q^2/4\alpha^2})$. The error is then
\begin{equation}
\Delta F\simeq\frac{\Omega}{2\pi^2}\int_0^\infty q^2\left[f(\omega_\alpha(q))-f(\omega_{\rm LO})\right]dq .
\label{dF}
\end{equation}
Substituting $q=\alpha y$ shows that $\Delta F\propto\alpha^3$: the fault is weighted by the volume of the faulty region.

Diagonalization on a $16^3$ mesh, at fixed volume and springs, gives $\Delta F=-1.09$ meV per formula unit at 300 K and $-2.39$ meV at 1000 K. The full vibrational free energies are 93.7 and $-371.4$ meV. Equation~(\ref{dF}) gives $-0.95$ and $-1.97$ meV. Halving $\alpha$, which doubles the range, reduces the mesh results to $-0.123$ and $-0.257$ meV, against estimates of $-0.119$ and $-0.246$ meV. The estimate improves as the faulty region shrinks towards $\mathbf q=0$, where the neglected dispersion is small. In this model a small free-energy error coexists with a 45\% error in the zone-centre LO frequency, so agreement in the first is no evidence for the second.

\section{The real material and the limits of the model}

Bulk MgO has TO and LO frequencies of roughly 12 and 22 THz. The model's TO value was chosen to match this regime, and its LO value follows from the rough $Z$ and $\varepsilon_\infty$. A 5\% change in $Z$ changes $S_0$ by about 10\% and, with the TO frequency held fixed, the LO frequency by about 3.5\%. Away from the zone centre, the assumption that $Z$ and $\varepsilon_\infty$ do not depend on wavevector is strained. By inversion symmetry the corrections start at order $q^2$. If $r_0$ is taken as their length scale, they are governed by $(qr_0)^2$, which is 0.76 at $q_{1/2}$, so the crossover and the free-energy errors are estimates of size. The limit at $\mathbf q\to0$ is not affected by this. The springs are rough as well: they are central, and the zero-stress condition screens even the static Coulomb energy by $\varepsilon_\infty$. The acoustic branches and the full free energies therefore describe the model and are not predictions for MgO.

Retardation matters near $q=\sqrt{\varepsilon_\infty}\,\omega_{\rm LO}/c=7.9\times10^{-4}$ nm$^{-1}$, far below the crossover. There the TO mode couples to light, and ``$\mathbf q\to0$'' here means small on the lattice scale but large compared with this value. The first row of the table lies close to this value, so it shows the electrostatic limit and not the modes coupled to light. Free carriers would also alter the result: with the free-electron mass and screening by $\varepsilon_\infty$, their plasma frequency equals the LO frequency at $1.8\times10^{19}$ cm$^{-3}$. Insulating MgO is far below this density. The harmonic model gives an oxygen rms displacement of about 0.0075 nm per axis at 300 K, or roughly 4\% of $r_0$. Anharmonic frequency shifts are not included, and they grow with temperature, so the 1000 K result compares two harmonic models.

\section{Restoring the missing term}

The remedy is to add the long-range part explicitly. In a general insulator the charges become Born effective charge tensors $Z^*_{\kappa,ca}$, which give the polarization along $c$ per displacement along $a$, and the permittivity becomes a tensor. The field is parallel to $\mathbf q$, and $\mathbf q\cdot(\varepsilon_0\boldsymbol\varepsilon_\infty\mathbf E+\mathbf P)=0$, so
\begin{equation}
\mathbf E=-\frac{\mathbf q\,(\mathbf q\cdot\mathbf P)}{\varepsilon_0\,\mathbf q\cdot\boldsymbol\varepsilon_\infty\cdot\mathbf q}.
\end{equation}
Multiplication by the effective charges gives the restoring force and replaces Eq.~(\ref{na}) by
\begin{equation}
D^{\rm na}_{\kappa a,\kappa'b}=\frac{e^2}{\varepsilon_0\Omega\sqrt{M_\kappa M_{\kappa'}}}
\frac{(\mathbf q\cdot Z^*_\kappa)_a(\mathbf q\cdot Z^*_{\kappa'})_b}{\mathbf q\cdot\boldsymbol\varepsilon_\infty\cdot\mathbf q}.
\end{equation}
For a fitted potential, the corresponding dipolar forces should be subtracted from the training forces before the short-range part is fitted, and added back when it is used. Otherwise the part of the dipolar interaction already learned is counted twice. How much is counted twice depends on what is added. If it is the bare dipolar interaction of Eq.~(\ref{dip}), then in the rocksalt model the doubly counted part includes the shift of $\omega_{\rm TO}^2$ by $-S_0/3$ in Eq.~(\ref{local}), which is present even at $\mathbf q=0$. The smooth second part of Eq.~(\ref{split}) carries no such shift, apart from terms of order $e^{-G^2/4\alpha^2}$, as Eq.~(\ref{short}) shows.
